# Induced dipoles, Thole damping and polarisation catastrophe in tetrahedral MX4

## Two atoms on a line

Take two equal atoms a distance \(r\) apart, each with polarisability \(\alpha\), in a field \(E\) along the line joining them. Polarisabilities are volumes (Gaussian form), so a dipole \(\mu\) produces the field \(2\mu/r^3\) on its own axis. By symmetry the dipoles are equal:

\[
\mu=\alpha\left(E+\frac{2\mu}{r^3}\right)\quad\Rightarrow\quad \mu=\frac{\alpha E}{1-2\alpha/r^3}.
\]

At \(\alpha=r^3/2\) the response diverges. This is the polarisation catastrophe. Beyond it the formula still returns a number: \(\alpha/r^3=0.6\) gives \(\mu=-5\alpha E\), a finite dipole opposed to the field. The equation has been solved, but the solution is not a stable state.

The energy shows why. Creating a dipole costs \(\mu^2/2\alpha\), two parallel dipoles on their axis attract with energy \(-2\mu^2/r^3\), and the field contributes \(-2\mu E\):

\[
U=\mu^2\left(\frac1\alpha-\frac{2}{r^3}\right)-2\mu E .
\]

For \(\alpha>r^3/2\) the parabola opens downwards, and the stationary point is a maximum along this direction.

One can also iterate, putting old dipoles on the right-hand side. Each step multiplies the error by \(2\alpha/r^3\), so here iteration fails just where stability ends. In a tetrahedral molecule MX\(_4\), with four halides X around a central atom M, these two limits separate.

## The linear system and its stability test

For any set of sites with isotropic polarisabilities \(\alpha_i>0\), let \(E^0_i\) be the field of everything except the induced dipoles, and let \(T_{ij}\mu_j\) be the field at \(i\) from the dipole at \(j\), with \(T_{ii}=0\). Collect all components in one vector. The energy is

\[
U=\tfrac12\mu^{\mathsf T}(\alpha^{-1}-T)\mu-\mu^{\mathsf T}E^0 .
\]

Because \(T\) is symmetric, setting the gradient to zero gives

\[
(\alpha^{-1}-T)\mu=E^0 .
\]

Inserting this in \(U\) gives the induction energy \(-\tfrac12\mu^{\mathsf T}E^0\).

The solution is a minimum if and only if \(\alpha^{-1}-T\) is positive definite. To obtain a dimensionless measure, substitute \(\mu=\alpha^{1/2}\xi\):

\[
B\xi=\alpha^{1/2}E^0,\qquad B=1-\alpha^{1/2}T\alpha^{1/2}.
\]

The quadratic part of the energy is now \(\tfrac12\xi^{\mathsf T}B\xi\). An invertible substitution cannot change whether a quadratic form is positive, so the criterion is \(\lambda_{\min}(B)>0\). With normalised eigenvectors \(v_k\),

\[
\mu=\sum_k \alpha^{1/2}v_k\,\frac{v_k^{\mathsf T}\alpha^{1/2}E^0}{\lambda_k}.
\]

A small \(\lambda_k\) amplifies the response, but only if the field overlaps with \(v_k\).

## Thole damping

Point dipoles interact too strongly when electron clouds overlap. Thole damping smears one partner. With \(A=\sqrt{\alpha_i\alpha_j}\), use the unit charge density

\[
\rho(r)=\frac{3a}{4\pi A}e^{-ar^3/A},\qquad y=\frac{ar^3}{A}.
\]

The charge inside radius \(r\) is \(\lambda_3=\int_0^y e^{-t}dt=1-e^{-y}\), so the field is \(\lambda_3\mathbf r/r^3\). A dipole is a pair of opposite charges slightly displaced, so its field is \(-(\mu\cdot\nabla)(\lambda_3\mathbf r/r^3)\). Since \(d\lambda_3/dr=3ye^{-y}/r\),

\[
-\partial_b\frac{\lambda_3r_a}{r^3}
=\frac{(3\lambda_3-3ye^{-y})r_ar_b}{r^5}-\frac{\lambda_3\delta_{ab}}{r^3}.
\]

Hence

\[
T=\frac{3\lambda_5\hat r\hat r^{\mathsf T}-\lambda_3}{r^3},\qquad
\lambda_5=1-(1+y)e^{-y}.
\]

The undamped tensor has \(\lambda_3=\lambda_5=1\). The example below uses \(a=0.39\).

## The four halides, mode by mode

First let M be unpolarisable. The halides sit at \(R\,n_i\), where the unit vectors \(n_i\) point to the corners of a regular tetrahedron. They satisfy

\[
n_i\cdot n_j=-\tfrac13\ (i\ne j),\qquad \sum_jn_j=0,\qquad \sum_jn_jn_j^{\mathsf T}=\tfrac43 .
\]

The X–X distance follows from \(d^2=R^2|n_i-n_j|^2=8R^2/3\). Therefore

\[
d^3(T\mu)_i=\sum_{j\ne i}\left[\tfrac98\lambda_5(n_i-n_j)\,(n_i-n_j)\cdot\mu_j-\lambda_3\mu_j\right].
\]

One identity does most of the work. For any vector \(g\),

\[
\sum_{j\ne i}(n_i-n_j)(n_j\cdot g)
=-n_i(n_i\cdot g)-\left[\tfrac43g-n_i(n_i\cdot g)\right]=-\tfrac43g .
\]

**Radial mode, A1.** Put \(\mu_j=n_j\). Then \((n_i-n_j)\cdot n_j=-\tfrac43\), and \(\sum_{j\ne i}(n_i-n_j)=4n_i\). The first term gives \(-6\lambda_5n_i\), and the second gives \(+\lambda_3n_i\):

\[
\tau_{A1}=\lambda_3-6\lambda_5 .
\]

**Rotational mode, T1.** Put \(\mu_j=w\times n_j\) with fixed \(w\). Then \((n_i-n_j)\cdot\mu_j=n_j\cdot(n_i\times w)\). The identity with \(g=n_i\times w=-w\times n_i\) gives \(+\tfrac32\lambda_5\,w\times n_i\). Since the \(n_j\) sum to zero, the second term gives \(+\lambda_3\,w\times n_i\):

\[
\tau_{T1}=\lambda_3+\tfrac32\lambda_5 .
\]

**Mode E.** Put \(\mu_j=Qn_j\) with \(Q\) traceless and diagonal in the axes of the cube whose alternate corners hold the halides. All squared components of \(n_j\) are equal, so \(n_j\cdot Qn_j=0\). The identity now has \(g=Qn_i\), and \(\tau_E=\lambda_3-\tfrac32\lambda_5\).

**Modes T2.** Two patterns share this symmetry: the uniform one, \(u\), and the projected one, \(n_j(n_j\cdot u)\). For the uniform pattern,

\[
\sum_{j\ne i}(n_i-n_j)(n_i-n_j)\cdot u=4n_i(n_i\cdot u)+\tfrac43u,
\]

so \(u\) maps to \((-3\lambda_3+\tfrac32\lambda_5)u+\tfrac92\lambda_5n_i(n_i\cdot u)\). For the projected pattern the scalar product is \(-\tfrac43(n_j\cdot u)\), and the identity gives \(2\lambda_5u\). The remaining term is \(-\lambda_3[\tfrac43u-n_i(n_i\cdot u)]\). The coefficients \((p,s)\) of the two patterns are thus multiplied by

\[
K=\begin{pmatrix}-3\lambda_3+\frac32\lambda_5&-\frac43\lambda_3+2\lambda_5\\[2pt]\frac92\lambda_5&\lambda_3\end{pmatrix}.
\]

The count is \(1+3+2+2\times3=12\), all components of four dipoles.

## Where the undamped cage fails

Without damping, \(\tau_{A1}=-5\), \(\tau_{T1}=5/2\) and \(\tau_E=-1/2\). The matrix \(K\) has trace \(-1/2\) and determinant \(-9/2\), so \(\tau_{T2}=(-1\pm\sqrt{73})/4\), or \(1.886\) and \(-2.386\). Each eigenvalue of \(B\) is \(1-\tau\alpha/d^3\). The largest positive \(\tau\) fails first:

\[
\alpha_c=\tfrac25d^3 .
\]

The unstable dipoles circulate around an axis. A uniform field excites T2, and the molecule's own charges excite A1, so neither sees this instability. At \(\alpha/d^3=0.45\), \(\lambda_{\min}=-0.125\), yet the calculated molecular polarisability is \(+7.03\,d^3\). It is large because the T2 divergence at \(\alpha/d^3=1/1.886\approx0.53\) is near, but its sign gives no warning.

A less symmetric source does excite T1. Consider the octupolar potential \(-x(y^2-z^2)\), with field \((y^2-z^2,\,2xy,\,-2xz)\). At the corners the coordinates are \(\pm c\) with \(xyz=c^3\), so \(xy=cz\) and \(xz=cy\). The field becomes \(2c(0,z,-y)\), a rotation about \(x\), and the dipoles it induces are \(\alpha E/(1-5\alpha/2d^3)\). Surroundings with such a field component can therefore expose an instability hidden in the isolated molecule.

## Iteration has a different limit

The update \(\mu\leftarrow\alpha(E^0+T\mu)\) multiplies the error by \(\alpha T\), whose eigenvalues are those of \(1-B\). Convergence for every field needs all of them to have magnitude below one. Large negative \(\tau\) is harmless for stability but not for iteration. The A1 value \(-5\) stops convergence at \(\alpha=d^3/5\), half the true threshold. In between, a divergent iteration does not indicate a catastrophe.

Relaxation repairs this. Move only a fraction \(\omega\) of each step, so the error in mode \(k\) is multiplied by \(1-\omega\lambda_k\). If all \(\lambda_k>0\), convergence requires \(0<\omega<2/\lambda_{\max}\). The worst factor is smallest when the two ends have equal magnitude, \(1-\omega\lambda_{\min}=\omega\lambda_{\max}-1\), so \(\omega=2/(\lambda_{\min}+\lambda_{\max})\).

At \(\alpha/d^3=0.30\) the extreme eigenvalues are \(0.25\) and \(2.50\), and \(\omega=0.727\). Plain iteration has factor \(-1.5\) in the A1 mode; relaxed iteration has worst factor \(0.82\).

## What damping guarantees

T1 remains the most dangerous cage mode at any damping strength. It lies above A1 and E because \(\lambda_5>0\). For T2, the matrix \(\tau_{T1}-K\) has trace \(4\lambda_3+\tfrac32\lambda_5>0\) and determinant

\[
6\lambda_3\lambda_5+\tfrac92\lambda_5\left(\tfrac43\lambda_3-2\lambda_5\right)
=\lambda_5(12\lambda_3-9\lambda_5)>0,
\]

since \(\lambda_3>\lambda_5\). Its eigenvalues are real, so both are positive, and both T2 values lie below \(\tau_{T1}\).

With \(\alpha/d^3=a/y\),

\[
\lambda_{\min}=1-a\,h(y),\qquad
h=\frac{\frac52-\left(\frac52+\frac32y\right)e^{-y}}{y}.
\]

The numerator has derivative \((1+\tfrac32y)e^{-y}\). At the maximum, \(y\) times this derivative equals the numerator, which rearranges to

\[
\left(\tfrac52+\tfrac52y+\tfrac32y^2\right)e^{-y}=\tfrac52 .
\]

The solution is \(y=0.524\), with \(h_{\max}=1.058\). For \(a=0.39\), \(\lambda_{\min}\) never falls below \(0.587\), whatever the halide polarisability or cage size. The guarantee holds for \(a<1/h_{\max}\approx0.9455\). It covers four equal halides, not a polarisable metal or neighbouring molecules.

Plain iteration has no such guarantee. For extreme overlap, \(\lambda_3\to y\) and \(\lambda_5\to y^2/2\), so one T2 value tends to \(-3y\). The corresponding error factor tends to \(-3a=-1.17\). Its magnitude reaches one at \(\alpha/d^3=2.44\), far outside the range of the molecule below.

## The general procedure

1. List the polarisable sites and calculate \(E^0\) and the damped \(T\).
2. Form the symmetric matrix \(B\).
3. Find its smallest eigenvalue and eigenvector. If the eigenvalue is not positive, reject the parameters or geometry. The eigenvector shows which sites take part.
4. Otherwise solve \(B\xi=\alpha^{1/2}E^0\) and set \(\mu=\alpha^{1/2}\xi\).

## Silicon tetrachloride

SiCl4 is a volatile silicon precursor. Take a rough bond length \(R=2.02\) Å, so \(d=3.299\) Å. Density-fitted Hartree–Fock calculations in a uniform field give a molecular polarisability of \(10.38\) Å\(^3\) in the def2-SVPD basis and \(10.58\) Å\(^3\) in def2-TZVPD, a shift of 1.9%. This reference leaves out electron correlation and vibration.

A uniform field gives \((1-K\alpha/d^3)(p,s)^{\mathsf T}=\alpha(1,0)^{\mathsf T}\) per unit field. Summing the four dipoles gives \(\alpha_{\rm mol}=4p+\tfrac43s\). Matching \(10.58\) Å\(^3\) with damping requires \(\alpha=2.602\) Å\(^3\) per chlorine. This value moves almost in proportion to the reference, so its last digits are not converged: aug-cc-pVTZ without f functions gives \(10.55\) Å\(^3\) and \(\alpha=2.596\) Å\(^3\). This is an effective value: the fit has no separate term for charge moving along bonds.

Now \(\alpha/d^3=0.0725\), \(\lambda_3=0.9954\) and \(\lambda_5=0.9706\). The smallest eigenvalue is

\[
\lambda_{\min}=1-0.0725\,(0.9954+1.5\times0.9706)=0.822 .
\]

At the same \(\alpha\), the undamped value is \(0.819\). Damping hardly matters between these chlorines, and their cage is far from catastrophe.

For the permanent field, choose model charges \(q=1\,e\) on Si and \(-q/4\) on each Cl. The unpolarisable Si makes \(A=0\), so its interaction with Cl is undamped. The Cl–Cl charge field is damped by \(\lambda_3\). Using \(\sum_{j\ne i}(n_i-n_j)=4n_i\), the outward field is

\[
E=q\left(\frac1{R^2}-\lambda_3\frac R{d^3}\right)
=(0.2451-0.0560)\,\frac{e}{\text{Å}^2}=272\ \text{MV/cm}.
\]

Without coupling between induced dipoles, each Cl dipole would be \(\alpha E=2.36\) D. This field is purely A1, so

\[
\mu=\frac{\alpha E}{1+(6\lambda_5-\lambda_3)\alpha/d^3}
=\frac{2.363\ \text{D}}{1.350}=1.75\ \text{D}.
\]

The dipoles point outwards, with their negative ends towards Si. They oppose one another and reduce the local field to 202 MV/cm. The four dipoles sum to zero. The induction energy \(-\tfrac12\sum_i\mu_i\cdot E_i=-2\mu E\) is \(-1.98\) eV per molecule. At fixed geometry and \(\alpha\), dipoles scale as \(q\) and this energy as \(q^2\), so both depend on the chosen charge. The plain-iteration error factor has magnitude \(0.350\).

## Adding a polarisable metal

The short M–X distance changes the picture. Put a dipole of unit strength along \(u\) on M. Its undamped field at halide \(i\) is \([3n_i(n_i\cdot u)-u]/R^3\), which excites only T2:

\[
\left(\frac1\alpha-\frac K{d^3}\right)\begin{pmatrix}p\\s\end{pmatrix}
=\frac1{R^3}\begin{pmatrix}-1\\3\end{pmatrix}.
\]

The halides return a field to M. Their uniform part contributes \(3\times\tfrac43p-4p=0\), and their projected part contributes \(3\times\tfrac43s-\tfrac43s=\tfrac83s\). The returned field is therefore \(8s/3R^3\). Starting from a stable cage, the whole molecule is stable while \(1/\alpha_M>8s/3R^3\), so

\[
\alpha_{M,c}=\frac{3R^3}{8s}.
\]

With undamped \(K\) and \(\alpha=2.602\) Å\(^3\), the threshold is \(3.30\) Å\(^3\). A trial value of \(5.5\) Å\(^3\), roughly the size for a free silicon atom, lies above it. The undamped model then has \(\lambda_{\min}=-0.289\) and predicts a molecular polarisability of \(-2.73\) Å\(^3\).

Damping all pairs raises \(\lambda_{\min}\) to \(0.640\) and gives \(12.85\) Å\(^3\). The system is stable, but the polarisability exceeds the Hartree–Fock value because chlorine was fitted with unpolarisable Si. Adding a metal polarisability requires refitting the halides. Stability alone does not make parameters accurate.

## How far the SiCl4 numbers can be trusted

The following changes are made one at a time in the damped model, without refitting. The reference is \(\lambda_{\min}=0.822\).

- A small Si polarisability of \(0.5\) Å\(^3\) lowers \(\lambda_{\min}\) to \(0.697\) and raises the molecular polarisability by 5%.
- A second molecule, parallel to the first and shifted along a cube axis to a closest Cl–Cl contact of \(3.5\) Å, lowers it to \(0.769\). Most other orientations at the same contact give lower values, down to about \(0.73\) in a search over orientations.
- Raising the Cl polarisability by 10% gives \(0.807\); shortening all bonds by \(0.05\) Å gives \(0.810\).
- Multiplying the Cl polarisability by \(1.30\) along the bond and \(0.85\) across it gives \(0.834\), but raises the radial dipole by 21%, to \(2.11\) D.

In the last case the tangential T1 eigenvalue would be \(1-0.85\times0.178=0.849\). The lower printed value must belong to T2, since A1 and E stay above one. Anisotropy can therefore change which mode is softest.

The internal field is strong enough to question linear response. Assigning a quarter of the Hartree–Fock molecular hyperpolarisability to each Cl gives a cubic correction of about 2% to its dipole. This is a rough size from the smaller basis, not a bound. The bond direction also allows a term quadratic in the field at each Cl. It is not sized here and can be larger than the cubic one, so the 2% does not measure the total error of linear response.

For a real SiCl4 molecule, the atomic charges and the division of response between atoms and bonds remain uncertain: the fit to one molecular polarisability does not fix them. The field of Si also varies across the chlorine cloud, which a point dipole cannot describe; that error is not sized here. The 1.75 D dipole is thus a model quantity. The positive \(\lambda_{\min}\) is sturdier: within the damped model, it survives each change in the list above. The full values are in the numerical output.

## Numbers as computed

```
Undamped d^3 T, A1 mode: -5.0000
Undamped d^3 T, T1 mode: 2.5000
Undamped d^3 T, T2 modes: -2.3860, 1.8860
Critical alpha/d^3, undamped cage: 0.4000
At alpha/d^3 = 0.45: lambda_min = -0.1250
At alpha/d^3 = 0.45: molecular alpha/d^3 = 7.0279
At alpha/d^3 = 0.30: lambda_min, lambda_max = 0.2500, 2.5000
At alpha/d^3 = 0.30: best relaxation omega = 0.7273
Thole parameter a: 0.39
Damped cage: y at maximum, h_max = 0.5236, 1.0576
Damped cage: lower bound of lambda_min = 0.5875
Largest a with guaranteed stability: 0.9455
Damped plain iteration fails above alpha/d^3 = 2.442
SiCl4 bond length R (chosen): 2.02 angstrom
SiCl4 Cl-Cl distance d: 3.2986 angstrom
Applied field in Hartree-Fock: 0.005 atomic units
HF/def2-SVPD polarisability: 10.383 angstrom^3
HF/def2-TZVPD polarisability: 10.580 angstrom^3
Basis shift SVPD to TZVPD: 1.89 %
Change of mu/F on doubling F: 0.115 %
Effective Cl alpha, damped fit: 2.6022 angstrom^3
Effective Cl alpha, undamped fit: 2.5853 angstrom^3
alpha/d^3 for damped fit: 0.07250
Cl-Cl damping factors l3, l5: 0.99539, 0.97059
lambda_min undamped, damped: 0.8188, 0.8223
Plain iteration spectral radius, damped: 0.3500
Metal charge q (chosen): 1.00 e
Permanent radial field at Cl: 272.2 MV/cm
Self-consistent radial field at Cl: 201.6 MV/cm
Cl dipole without mutual coupling: 2.3630 D
Cl dipole, self-consistent damped: 1.7503 D
Cl dipole, undamped T, same E0: 1.7343 D
Induction energy per molecule: -1.9840 eV
Critical Si polarisability, undamped: 3.3046 angstrom^3
Trial atom-sized Si polarisability: 5.5 angstrom^3
Trial Si: lambda_min undamped, damped = -0.2893, 0.6403
Trial Si: undamped molecular polarisability = -2.727 angstrom^3
Trial Si: damped molecular polarisability = 12.846 angstrom^3
Small Si polarisability for sizing: 0.5 angstrom^3
Small Si: damped lambda_min = 0.6970
Small Si: molecular polarisability = 11.113 angstrom^3
Anisotropy factors along, across bond: 1.30, 0.85
Anisotropic Cl: lambda_min = 0.8336
Anisotropic Cl: radial dipole = 2.1112 D
Cl alpha raised by 10 %: lambda_min = 0.8065
Bond shortened by 0.05 angstrom: lambda_min = 0.8099
Neighbour with Cl-Cl contact 3.5 angstrom: lambda_min = 0.7690
HF/def2-SVPD gamma_zzzz: 6431 atomic units
Rough nonlinear correction to Cl dipole: 2.35 %
```
